Static screening of deformation potentials in a many-valley semiconductor

**Definitions and conventions**

A many-valley semiconductor has its conduction electrons in several separate pockets of k-space, labelled v. A static lattice wave of wavevector q and dimensionless strain amplitude s shifts the edge of valley v by

D_v s cos(q·r). (1)

The deformation potential D_v is an energy per unit strain. It includes the response of the ions and of the bound electrons, but not yet that of the free carriers. The bound electrons also enter through a dielectric constant ε. The algebra uses atomic units, with ħ, the electron mass and the elementary charge equal to one.

The free carriers rearrange and create an electrostatic potential. Let φ cos(q·r) be the resulting potential energy of an electron, so that an excess of electrons makes φ positive. The screened coupling g_v is the total shift per unit strain:

g_v = D_v + φ/s. (2)

Three assumptions define the model. The response is linear in s. The carriers interact through their average electrostatic field alone, which is the random-phase approximation. The wave is static: carriers in each valley have time to follow it. At first D_v is also taken as constant over a pocket.

Let n_v be the electron density in valley v, with both spins counted, and let

N_v = ∂n_v/∂μ, N = Σ_v N_v, w_v = N_v/N, ⟨D⟩ = Σ_v w_v D_v. (3)

At zero temperature N_v is the density of states at the Fermi level. At finite temperature it is the thermal average of the density of states around the chemical potential μ. The weights w_v add up to one.

**Response of one valley**

Suppose that electrons in valley v feel the potential W_v cos(q·r), with W_v = D_v s + φ. Write the cosine as half the sum of exp(iq·r) and exp(−iq·r). To first order, a state of wavevector k acquires admixtures of k+q and k−q with amplitudes (W_v/2)/(ε_k − ε_{k±q}), where ε_k is the valley energy. The cross terms in the squared wavefunction change its density by the relative amount

W_v cos(q·r) [1/(ε_k − ε_{k+q}) + 1/(ε_k − ε_{k−q})]. (4)

Multiply by the Fermi occupation f_k and by 2 for spin, and integrate over d³k/(2π)³, with principal values at the poles. In the second term replace k by k+q; it becomes f_{k+q}/(ε_{k+q} − ε_k). The two terms combine into

δn_v = −Π_v(q) W_v, (5)

Π_v(q) = 2 ∫ d³k/(2π)³ (f_k − f_{k+q})/(ε_{k+q} − ε_k). (6)

Here δn_v is the amplitude of the density wave. The integrand is never negative, because f falls as the energy rises. The minus sign in (5) therefore says that electrons leave the regions where their energy is raised.

Each valley has its own equation (5) because the valleys are far apart in k-space. Mixing states of two valleys produces a density component near their large separation wavevector, not at the small q of interest.

For small q, f_k − f_{k+q} approaches −f′(ε_k)(ε_{k+q} − ε_k), with f′ = ∂f/∂ε. The energy difference cancels:

Π_v(q→0) = 2 ∫ d³k/(2π)³ (−f′) = ∂n_v/∂μ = N_v. (7)

The middle equality holds because f depends on ε − μ, so that −∂f/∂ε = ∂f/∂μ.

Real valleys are often ellipsoids, with ε_k = Σ_i k_i²/(2m_i) and k measured from the valley centre. Define m_d by m_d³ = m_1m_2m_3, and set k_i = √(m_i/m_d) k′_i. The volume element is unchanged and the energy becomes k′²/(2m_d). The response is then that of a spherical valley of mass m_d at the rescaled wavevector

q′ = [Σ_i q_i² m_d/m_i]^(1/2). (8)

A heavy mass along q makes q′ smaller than q, so that such a valley stays closer to its long-wave response.

**The common potential**

Poisson's equation for the electron's potential energy is ∇²φ(r) = −4πδn(r)/ε. For a cosine wave, ∇² gives −q², hence

φ = V_q Σ_v δn_v, V_q = 4π/(εq²). (9)

The potential is the same for every valley, since it responds to the total charge. Inserting (5) gives

φ = −V_q Σ_v Π_v D_v s − V_q (Σ_v Π_v) φ. (10)

Collecting the terms in φ on the left and dividing by s,

φ/s = −V_q Σ_v Π_v D_v / (1 + V_q Σ_v Π_v). (11)

When q is much smaller than the Fermi wavevectors, (7) allows Π_v to be replaced by N_v. The sum in the numerator is then N⟨D⟩. Define the screening wavevector by

q_s² = 4πN/ε, (12)

so that V_qN = q_s²/q². Multiplying numerator and denominator of (11) by q² gives

g_v = D_v − ⟨D⟩ q_s²/(q² + q_s²). (13)

For q also much smaller than q_s this becomes

g_v = D_v − ⟨D⟩. (14)

This is perfect static screening. Its meaning is seen from charge neutrality. At long wavelength any net charge density would cost a very large electrostatic energy, so the total Σ_v δn_v tends to zero. By (5) and (7) this requires Σ_v N_v g_v = 0, and the one available adjustment is a common potential. That fixes φ/s = −⟨D⟩. The individual δn_v need not vanish: electrons gather in one valley where they are depleted in another.

If the coupling varies over the pocket as D_v(k), it must stay inside the integral (7). The first term of the long-wave response is then 2s∫d³k/(2π)³ (−f′)D_v(k) instead of N_vD_v s. The same algebra subtracts one constant at every k, namely the average of the coupling over all Fermi surfaces, weighted by −f′.

**What is removed and what survives**

Equation (14) is a linear map with matrix P_{vv′} = δ_{vv′} − w_{v′}. If all D_v are equal, their mean is their common value and the result is zero. If ⟨D⟩ = 0, the couplings pass unchanged. Since the output of the map has zero mean, applying the map again changes nothing: P is a projector.

Two consequences follow. Subtracting the same number from each coupling preserves the differences, g_v − g_{v′} = D_v − D_{v′}. And adding a constant C to every D_v adds C to ⟨D⟩ as well, so the perfectly screened couplings do not depend on the zero from which the band edges are measured.

For two valleys with D_1 = Ξ and D_2 = −Ξ, the mean is Ξ(N_1 − N_2)/N. Hence

g_1 = Ξ − Ξ(N_1 − N_2)/N = 2ΞN_2/N, (15)

g_2 = −Ξ − Ξ(N_1 − N_2)/N = −2ΞN_1/N. (16)

Opposite shifts are therefore wholly unscreened if the two densities of states are equal. Otherwise the screening potential is not zero. In the limit N_2 → 0 all carriers sit in valley 1, whose coupling is screened to zero, while the nearly empty valley 2 has g_2 = −2Ξ. At long wavelength, the general condition for a set of couplings to escape screening is Σ_v N_vD_v = 0, not merely that some valleys go up while others go down. At finite q, (11) replaces N_v in this condition by Π_v(q).

The weighted mean square of the coupling is also reduced. Expanding the square,

Σ_v w_v(D_v − ⟨D⟩)² = ⟨D²⟩ − 2⟨D⟩² + ⟨D⟩² = ⟨D²⟩ − ⟨D⟩². (17)

What remains is the variance of the deformation potential among the valleys. In a single valley with constant D it is zero. Equation (17) measures the long-wave intravalley coupling; it is not a superconducting coupling constant. That constant also needs phonon frequencies, the phase space for scattering in each valley, and larger momentum transfers, including scattering between valleys.

**A band that makes its own valleys**

The result can be tested without putting valleys in by hand. Take a square lattice of unit spacing with the band

ε_k = 4 cos k_x cos k_y + 2t_x cos k_x + 2t_y cos k_y + c cos 2k_x cos k_y, (18)

in units of a reference hopping. For the parameters below it has valleys at X = (π, 0) and Y = (0, π). A wave along x raises the nearest-neighbour hopping along x by s cos(q·r) and lowers that along y by the same amount. At long wavelength the coupling is 2(cos k_x − cos k_y), which equals −4 at X and +4 at Y.

The lattice Hamiltonian with this modulation was diagonalized for a wavelength of 120 sites, at chemical potential −3.7 and kT = 0.05 with V_q = 4π/q², and φ was found self-consistently from the density. The numbers below depend on this filling: for the unequal band φ/s runs from about 1.18 at chemical potential −3.9 to about 0.94 at −3.5. With t_x = t_y = 0.3 and c = 0 the valleys are mirror images with equal densities of states. The potential per unit strain is 0.0002 on this 120-site mesh and falls to about 0.00004 on finer k meshes, negligible beside couplings of size 4.

With t_x = 0.15, t_y = −0.15 and c = 0.6 the valley bottoms are still level, but their masses differ, and X holds a share 0.6456 of the density of states. Using the couplings at the valley bottoms, (14) predicts φ/s = 4(0.6456 − 0.3544) = 1.165. Diagonalization gives 1.058. The gap comes from the variation of the coupling over the pockets: the Fermi-surface average gives 1.060. Opposite shifts are thus partly screened when the valleys are unequal.

**Heavily doped silicon**

Silicon has three pairs of conduction valleys, along the cube axes. The valley along axis j is symmetric under a quarter turn about that axis. A shift linear in the strain tensor e can then contain two invariants, its trace and its component along the axis:

D_j = Ξ_d (e_xx + e_yy + e_zz) + Ξ_u e_jj. (19)

Rough typical values are used: Ξ_d = 1 eV, Ξ_u = 9 eV, ε = 11.7, and masses 0.92 along the valley axis and 0.19 across it, in units of the free-electron mass. The doping is 10²⁰ cm⁻³ and the temperature 300 K. The total ∂n/∂μ is 1.78 per eV nm³. Equation (12) then gives q_s = 1.66 nm⁻¹, a screening length 1/q_s = 0.60 nm, or 6.0 angstrom.

The three pairs are equivalent in the unstrained crystal, so each has weight 1/3. Consider three strain patterns, with couplings listed in the order x, y, z.

Uniform dilation with unit trace has e_xx = e_yy = e_zz = 1/3. All pairs have D = 1 + 9/3 = 4 eV, and (14) removes this coupling completely. In a real crystal a small remainder is left, which the model omits: the donors move with the lattice, so a dilation also lowers the density of positive charge that the electrons must neutralize. For any strain of unit trace this adds about n/N = 0.06 eV to every screened coupling, where n is the total electron density.

A longitudinal wave along [100] has e_xx = 1 as its sole component. The couplings are (10, 1, 1) eV, with mean 4 eV, and the screened values are (6, −3, −3) eV. These are 2Ξ_u/3 and −Ξ_u/3, so Ξ_d has dropped out. The mean square falls from (100 + 1 + 1)/3 = 34 eV² to 34 − 16 = 18 eV², as (17) requires.

A transverse wave along [110], polarized along [1−10], has the strain tensor (q̂_i ê_j + q̂_j ê_i)/2, where q̂ and ê are the unit vectors of propagation and polarization. Its diagonal elements are (1/2, −1/2, 0), and its xy elements cancel. The couplings (4.5, −4.5, 0) eV have zero mean and survive in full, with mean square 13.5 eV². A highly conducting electron gas does nothing, in this approximation, to reduce them.

**Finite wavelength**

At finite q the full responses Π_j belong in (11). The rescaling (8) was tested against a direct three-dimensional evaluation of (6) for the x pair at q = 0.8 nm⁻¹ along [110]; both give 0.521 per eV nm³. This is below the long-wave value 1.78/3 = 0.59, so screening weakens at short wavelength for two reasons: V_q falls and so does the response.

The unscreened fraction of a shift common to all valleys is 1/(1 + V_q ΣΠ_j). For q along [100] it is 0.6 % at a wavelength of 50 nm and 3.5 % at 20 nm. At 4.0 nm, where q equals twice the Fermi wavevector of a sphere holding the electrons of one valley, it is 66 %. Perfect screening is therefore a poor description of scattering across a whole pocket at this doping.

The longitudinal [100] couplings at 20 nm are 6.1 eV for the x pair and −2.9 eV for the y pair, close to the limits 6 and −3. At 4.0 nm they are 7.84 and −1.16 eV. Their difference stays at 9 eV, because φ is common. The x pair has its heavy mass along q. By (8) its response is less reduced than that of the others, so its weight in the subtracted mean grows above 1/3.

**Valleys made unequal**

Suppose that a built-in strain places the z pair 0.10 eV below the other two, with the total electron density and the temperature held fixed. The chemical potential is 0.12 eV above the z edge, and the weights become (0.222, 0.222, 0.557). A transverse wave along [101], polarized along [10−1], has couplings (4.5, 0, −4.5) eV. In the unsplit crystal they would be unscreened. Now

⟨D⟩ = 4.5(0.222 − 0.557) = −1.51 eV, (20)

and the screened couplings are (6.01, 1.51, −2.99) eV. The z pair, which holds most of the weight, is partly screened. The x coupling increases. The y pair, which this strain does not touch directly, is shifted by the common potential that keeps the total charge density near zero.

A nonlinear Poisson calculation in real space tests (13) for this case. At each point it fills the three pairs up to the common chemical potential with their local edges. For a 20 nm wave of very small amplitude it gives φ/s = 1.446 eV, in agreement with (13). The perfect-screening value is 1.507 eV; the reduction of about 4 % is the factor q_s²/(q² + q_s²). Both calculations use the long-wave response N_v of each valley. With the full Π_v in (11) the value is 1.50 eV, because the response of the sparsely filled x and y pairs falls faster with q and the weight of the z pair grows. At 1 % strain the direct edge shift is 4.5 eV × 0.01 = 45 meV, larger than kT = 26 meV. The computed φ/s is then 1.517 eV, 5 % above its small-strain value, so linear response has begun to fail.

**Where the approximations strain**

At long wavelength the assumption of a static wave needs care. To estimate the lag, let carriers in one valley diffuse with diffusion constant B, and neglect transfer between valleys. The particle current is driven by the gradient of δn_v/N_v + W_v, which vanishes in equilibrium. For a time dependence exp(−iωt), conservation of particles gives

−iω δn_v = −Bq²(δn_v + N_vW_v), (21)

δn_v = −N_vW_v / [1 − iω/(Bq²)]. (22)

The static response of a valley needs ω much smaller than Bq². For sound of speed c_s, ω = c_sq, and the ratio c_s/(Bq) grows with wavelength. With a rough mobility of 100 cm²/Vs and c_s = 8000 m/s, the slowest direction, along the heavy axis, has B = 1.6 cm²/s. The ratio is 0.16 at 20 nm and reaches one at 124 nm. The first value is only rough: the diffusion law needs q times the mean free path to be small, and at 20 nm this product is already about 0.8 along the heavy axis. Such a lag changes the valley weights, but it does not switch the screening off. By (22), Π_v in (11) becomes N_v/[1 − iω/(B_vq²)], where B_v is the diffusion constant of valley v along q. For ω much larger than B_vq² the product V_qΠ_v tends to 4πiN_vB_v/(εω). Since ω = c_sq, its size grows with wavelength, and q_s²/q² is already about 1000 at 124 nm. A shift common to all valleys therefore stays screened. The mean subtracted in (14), however, is then weighted by N_vB_v instead of N_v, and silicon's valleys can diffuse differently along a given q. This estimate leaves out transfer between valleys, which evens out their chemical potentials. Where transfer is much faster than ω, it restores the static weights, and since ω falls with q this happens at long enough wavelength. The static weights are thus most in doubt for waves so long that carriers cannot diffuse across them within a period, yet not so long that carriers have time to change valley. The departure sets in gradually: for the longitudinal [100] wave without transfer, (22) already gives φ/s an out-of-phase part of about 0.25 eV at 20 nm and 0.6 eV at 50 nm, beside an in-phase part near −3.8 eV.

The second omission is exchange, which acts between electrons of the same valley and spin. It adds a term f_xδn_v to W_v, where f_x is the density derivative of the exchange potential. For couplings with zero mean in equivalent valleys φ remains zero, and

g_v = D_v + f_xδn_v/s = D_v − f_xN_vg_v, so g_v = D_v/(1 − S), S = −f_xN_v. (23)

The uniform-gas exchange potential is −k_F/(πε), with k_F the Fermi wavevector of the equivalent sphere. Since k_F varies as n_v^(1/3), f_x = −k_F/(3πεn_v). At zero temperature N_v = 3n_v/(2E_F), with E_F the Fermi energy, hence S = k_F/(2πεE_F). For this doping S = 0.21 at zero temperature, and the coupling is enhanced by a factor 1.26; at 300 K bare exchange gives S = 0.24 and a factor 1.32. This is an estimate with bare exchange and without correlation, and it is probably much too large: q_s is about twice k_F, and if the exchange interaction is itself given the static screening wavevector q_s, S falls to about 0.06 and the factor to 1.06. It shows that "unscreened" is a statement of the random-phase approximation: beyond it, a coupling that escapes electrostatic screening can still be changed.

The example is in the regime of very heavily doped contact regions, and its parameters are rough typical values for silicon. It is only moderately degenerate: E_F = 0.074 eV at zero temperature, about three times kT. Heating to 300 K lengthens the screening length from 0.56 to 0.60 nm. The collision broadening ħ/τ, with τ the scattering time, is 0.045 eV, about 60 % of E_F, so a sharp parabolic density of states is itself rough. Nonparabolic bands matter too: replacing the valley energy E by E(1 + αE) in the parabolic dispersion, with a typical α of 0.5 per eV, raises the perfect-screening potential of the split-valley example from 1.51 to about 1.8 eV per unit strain. In the unsplit crystal symmetry keeps the three weights equal as long as disorder treats the pairs alike. In a split crystal both temperature and broadening affect the weights. The coupling may also vary over a pocket; the change of kinetic energy when strain rescales the wavevectors is of order 2E_F = 0.15 eV, under 2 % of Ξ_u. Among the departures considered, built-in strain changes the selection rule most directly: in the model, a 0.10 eV splitting moves the potential of the transverse [101] wave from zero to 1.5 eV per unit strain. The numerical output lists most of the values used here.

Calculated quantities

```
lattice, equal valleys, couplings -4/+4: phi = 0.0002
lattice, unequal valleys: X share of DOS = 0.6456
  phi from diagonalization = 1.0581
  minus Fermi-surface mean = 1.0599
  minus mean with valley-bottom couplings = 1.1647
lattice, common shift, weak interaction: phi = -0.8693, formula -0.8693
silicon: T = 300 K, n = 1.0e+20 cm^-3, eps = 11.7
m_l = 0.92, m_t = 0.19, m_d = 0.3214 (free-electron masses)
Xi_d = 1.0 eV, Xi_u = 9.0 eV
kT = 0.0259 eV, E_F at 0 K = 0.0740 eV, mu at T = 0.0652 eV
total dn/dmu at T = 1.7779 per eV nm^3
screening wavevector at T = 1.6582 nm^-1
screening length at T = 0.6031 nm = 6.031 angstrom
screening length at 0 K = 0.5649 nm
response at q = 0.8 nm^-1 [110], x pair: 3D sum 0.52103, rescaled 0.52103 per eV nm^3
perfect screening; x, y, z pairs in eV; mean squares in eV^2
  dilation: bare [4. 4. 4.], screened [0. 0. 0.]
    mean square bare 16.000, screened 0.000
  LA [100]: bare [10.  1.  1.], screened [ 6. -3. -3.]
    mean square bare 34.000, screened 18.000
  TA [110]: bare [ 4.5 -4.5  0. ], screened [ 4.5 -4.5  0. ]
    mean square bare 13.500, screened 13.500
finite wavelength, LA [100]: screened x and y pairs, common-shift rest
  50.00 nm: 6.015 eV, -2.985 eV, 0.57 %
  20.00 nm: 6.095 eV, -2.905 eV, 3.54 %
  3.98 nm: 7.842 eV, -1.158 eV, 65.71 %
valley splitting 0.10 eV: mu = 0.1215 eV, weights x, y, z = [0.2217 0.2217 0.5566]
  TA [101] bare [ 4.5  0.  -4.5] eV, mean -1.5069 eV
  TA [101] perfectly screened [ 6.007  1.507 -2.993] eV
  phi per strain at 20 nm: Poisson 1.4463 eV, formula 1.4462 eV
  phi per strain at 1 % strain: 1.5167 eV
rough mobility 100 cm2/Vs, sound speed 8000 m/s
scattering time 14.69 fs, broadening hbar/tau = 0.0448 eV
slowest valley diffusion = 1.579 cm2/s
lag omega/(diffusion q^2) at 20 nm = 0.161; reaches 1 at 124 nm
intravalley exchange parameter at 0 K = 0.209, valley-odd enhancement = 1.264
coupling variation over a pocket, scale 2 E_F = 0.148 eV, 1.64 % of Xi_u
```
